# From Vineyard's frequency ratio to hyperbolic sines, and back

## One coordinate

A particle of mass $m$ sits in a one-dimensional well of angular frequency $\omega$ and leaves over a barrier of height $\Delta V$, measured from the minimum of the potential to its top. Let $\beta=1/k_BT$. Assume that the well is in thermal equilibrium, that $\Delta V\gg k_BT$, and that a particle crossing the top outwards does not come straight back.

The classical escape rate is the outward flux at the top divided by the population of the well:

$$k_{\rm cl}=\frac{e^{-\beta\Delta V}\int_0^\infty (p/m)\,e^{-\beta p^2/2m}\,dp}{\int dp\,e^{-\beta p^2/2m}\int dx\,e^{-\beta m\omega^2x^2/2}} .$$

With $\varepsilon=p^2/2m$ we have $d\varepsilon=(p/m)\,dp$, so the upper integral is $\int_0^\infty e^{-\beta\varepsilon}d\varepsilon=1/\beta$. The two Gaussians below give

$$\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega^2}}=\frac{2\pi}{\beta\omega}.$$

The temperature cancels from the prefactor, leaving $k_{\rm cl}=(\omega/2\pi)\,e^{-\beta\Delta V}$.

Now quantize the well but leave the crossing classical. States are counted as $dx\,dp/h$, so the numerator becomes $e^{-\beta\Delta V}/(\beta h)$. The population becomes a sum over oscillator levels, which is a geometric series:

$$Z=\sum_{n=0}^\infty e^{-\beta\hbar\omega(n+1/2)}=\frac{e^{-\beta\hbar\omega/2}}{1-e^{-\beta\hbar\omega}}=\frac{1}{2\sinh(\beta\hbar\omega/2)} .$$

The last form follows on multiplying top and bottom by $e^{\beta\hbar\omega/2}$. Hence

$$k=\frac{k_BT}{h}\,2\sinh\!\left(\frac{\beta\hbar\omega}{2}\right)e^{-\beta\Delta V}.$$

**Limit.** For $\beta\hbar\omega\ll1$, $2\sinh(\beta\hbar\omega/2)\to\beta\hbar\omega$, and $(k_BT/h)\,\beta\hbar\omega=\omega/2\pi$. The classical rate returns.

With $x=\beta\hbar\omega/2$, the ratio of the two rates is $\sinh x/x$, which exceeds one. The quantum well has a smaller partition function than the classical one, so it holds its particle less firmly. For a mode of 45.65 meV at 400 K, where $k_BT=34.469$ meV, $x=0.662$ and the ratio is 1.075.

## Many coordinates, still classical

Take $N$ vibrational coordinates, with rigid translations removed, and multiply each displacement by the square root of its mass. The kinetic energy is then $\sum p^2/2$. An orthogonal rotation, which leaves phase-space volume unchanged, brings the potential near the minimum to

$$V=\tfrac12\sum_{i=1}^{N}\omega_i^2Q_i^2 .$$

A different rotation does the same near the saddle:

$$V=\Delta V-\tfrac12\omega_b^2s^2+\tfrac12\sum_{j=1}^{N-1}\omega_j^{\ddagger2}q_j^2 .$$

The coordinate $s$ is unstable, and the dividing surface is the plane $s=0$. Crossing it contributes $1/\beta$, as before. Every stable mode contributes $2\pi/(\beta\omega)$ from its momentum and position integrals. Therefore

$$k_V=\frac{\dfrac1\beta\displaystyle\prod_{j=1}^{N-1}\frac{2\pi}{\beta\omega_j^\ddagger}}{\displaystyle\prod_{i=1}^{N}\frac{2\pi}{\beta\omega_i}}\,e^{-\beta\Delta V}
=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j^\ddagger}\,e^{-\beta\Delta V}.$$

The well has one more factor $2\pi/\beta$ than the saddle. Its $\beta$ cancels the $1/\beta$ of the crossing and its $2\pi$ remains. This is Vineyard's rate through one saddle.

**Test.** Take the reduced potential

$$V=(x^2-1)^2+\tfrac12(2+x^2)\left[y-\tfrac12(x^2-1)\right]^2$$

with masses 1 and 2. Its barrier is 1, and $x$ and $y$ are coupled at the minimum. The flux integral over the full potential differs from Vineyard's ratio by $-0.51\,\%$ at $k_BT=0.02$ and by $-0.25\,\%$ at $0.01$. The difference halves with $T$, as it should. Thermal displacements scale as $T^{1/2}$, so a quartic term divided by $k_BT$, or a cubic term squared and divided by $(k_BT)^2$, gives a leading correction proportional to $T$.

## Quantizing the bound modes

At the saddle the $N-1$ stable modes are now oscillators with energies $E_n=\sum_j\hbar\omega_j^\ddagger(n_j+\tfrac12)$. In the harmonic approximation motion along $s$ is independent of them. Each transverse state is a channel with flux

$$\int_0^\infty\frac{dp}{h}\,p\,e^{-\beta(p^2/2+\Delta V+E_n)}=\frac{1}{\beta h}\,e^{-\beta(\Delta V+E_n)} ,$$

where the velocity is $p$ because the coordinates are mass-weighted. Summing over channels gives the saddle partition function $Z^\ddagger$. Dividing by that of the well, $Z_0$, and using the geometric series for every mode, we obtain

$$k=\frac{k_BT}{h}\frac{Z^\ddagger}{Z_0}e^{-\beta\Delta V}
=\frac{k_BT}{h}\,\frac{\prod_{i=1}^{N}2\sinh(\beta\hbar\omega_i/2)}{\prod_{j=1}^{N-1}2\sinh(\beta\hbar\omega_j^\ddagger/2)}\,e^{-\beta\Delta V}.$$

The well modes stand in the numerator because $Z_0$ was in the denominator. The unstable mode has no bound levels and no hyperbolic sine; its share is the factor $k_BT/h$.

**Test.** Expanding the same potential to second order gives $\tfrac12(11x^2+6xy+3y^2)$ at the minimum, with $x$ and $y$ now measured from it, and $\tfrac12\cdot2y^2$ across the saddle. In units where $\hbar=k_BT=1$, diagonalizing both Hamiltonians and summing Boltzmann factors gives a prefactor of 0.856418. The hyperbolic sines give the same six digits. Vineyard's value is smaller by a factor 1.553, so this case is far from classical.

## Recovering the classical ratio

Write each factor as

$$2\sinh x=\beta\hbar\omega\,\frac{\sinh x}{x},\qquad x=\frac{\beta\hbar\omega}{2}.$$

There are $N$ factors $\beta\hbar$ above and $N-1$ below, so one survives. Since $(1/\beta h)\,\beta\hbar=1/2\pi$,

$$k=k_V\,Q,\qquad Q=\frac{\prod_i \sinh x_i/x_i}{\prod_j\sinh x_j^\ddagger/x_j^\ddagger}.$$

Every ratio tends to one as $x\to0$, so $Q\to1$. To see how fast, start from $\sinh x/x=1+x^2/6+x^4/120+\dots$ and use $\ln(1+a)=a-a^2/2+\dots$:

$$\ln\frac{\sinh x}{x}=\frac{x^2}{6}+x^4\left(\frac1{120}-\frac1{72}\right)+\dots=\frac{x^2}{6}-\frac{x^4}{180}+\dots$$

Putting $x=\beta\hbar\omega/2$ turns the denominators into $4\cdot6=24$ and $16\cdot180=2880$:

$$\ln Q=\frac{(\beta\hbar)^2}{24}\left(\sum_i\omega_i^2-\sum_j\omega_j^{\ddagger2}\right)-\frac{(\beta\hbar)^4}{2880}\left(\sum_i\omega_i^4-\sum_j\omega_j^{\ddagger4}\right)+\dots$$

Unless the two sums of squares happen to be equal, the approach to Vineyard's result is therefore quadratic in $1/T$. "High temperature" means a window. A mode's leading term $(\beta\hbar\omega)^2/24$ is small when $\hbar\omega$ is small against $\sqrt{24}\,k_BT\approx4.9\,k_BT$. At the same time $k_BT$ must stay small against $\Delta V$, or the escape rate itself loses its meaning.

The sign of the correction is not fixed. In one dimension $Q>1$, because there is no saddle mode to oppose the well. With several modes, stiff vibrations at the saddle can reverse it. For well quanta of 80, 45 and 45 meV at 300 K, two saddle modes of 65 meV give $Q=1.12$, while two of 90 meV give $Q=0.74$, each relative to Vineyard's rate for its own frequencies. In the second case the quantum cost of squeezing through the saddle exceeds what is released from the well.

## The opposite limit

For large $x$, $2\sinh x=e^x(1-e^{-2x})\to e^x$. The products become exponentials of sums:

$$k\to\frac{k_BT}{h}\,e^{-\beta(\Delta V+\Delta E_{\rm zp})},\qquad
\Delta E_{\rm zp}=\frac\hbar2\left(\sum_j\omega_j^\ddagger-\sum_i\omega_i\right).$$

The barrier is now the distance between ground levels. This limit is formal, since tunnelling takes over at low temperature, but it shows that the hyperbolic sines already contain the zero-point energy. The barrier that goes with them is the classical $\Delta V$.

Combining a zero-point-shifted barrier with Vineyard's prefactor mixes the two limits. For the modes above with 65 meV at the saddle, $\Delta E_{\rm zp}=(130-170)/2=-20$ meV. At 400 K the mixture multiplies Vineyard's rate by $e^{20/34.469}=1.79$, whereas the harmonic quantum factor is 1.07.

## The slope of an Arrhenius plot

Since $\frac{d}{d\beta}\ln\sinh(\beta a)=a\coth(\beta a)$, the activation energy $E_a=-d\ln k/d\beta$ is

$$E_a=\Delta V+k_BT+\sum_j\frac{\hbar\omega_j^\ddagger}{2}\coth x_j^\ddagger-\sum_i\frac{\hbar\omega_i}{2}\coth x_i .$$

The term $k_BT$ comes from the factor $1/\beta$ in front. Each $\coth$ term is the mean energy of an oscillator. At high temperature $x\coth x=1+x^2/3+\dots$, so each equals $k_BT(1+x^2/3+\dots)$. The leading parts add to $k_BT[1+(N-1)-N]=0$, and there remains

$$E_a=\Delta V-\frac{\beta\hbar^2}{12}\left(\sum_i\omega_i^2-\sum_j\omega_j^{\ddagger2}\right)+\dots$$

The classical slope gives $\Delta V$ itself. When the two sums differ, the quantum slope approaches it as $1/T$, more slowly than $Q$ approaches one.

## Oxygen in a tantalum liner

Tantalum is used as a liner around copper wiring, and it takes up oxygen. Consider one oxygen atom hopping between octahedral sites of body-centred cubic tantalum, with the metal atoms held fixed, so $N=3$. The inputs are round and only roughly typical: $\Delta V=1.1$ eV, lattice constant 0.33 nm, well modes 80, 45 and 45 meV, and two saddle modes of 65 meV.

The classical prefactor is

$$\nu_V=\frac{1}{h}\,\frac{80\cdot45\cdot45}{65\cdot65}\ {\rm meV}=\frac{38.3\ {\rm meV}}{h}=9.27\ {\rm THz}.$$

The difference of squared quanta is $10450-8450=2000$ meV$^2$. At 400 K the leading correction is $2000/(24\cdot34.469^2)=0.070$, and the full product gives $Q=1.0695$.

| $T$ (K) | $Q$ | 1 + leading term | $E_a$ (meV) |
|---|---|---|---|
| 150 | 1.505 | 1.499 | 1090.8 |
| 300 | 1.123 | 1.125 | 1094.4 |
| 400 | 1.070 | 1.070 | 1095.5 |
| 600 | 1.031 | 1.031 | 1096.9 |
| 900 | 1.014 | 1.014 | 1097.9 |

The close agreement at 150 K does not show that the series has converged. There the leading term is $L=0.499$. Expanding $Q=e^{\ln Q}$ brings in $+L^2/2=0.124$, while the fourth-order term of $\ln Q$ is $-0.167$. These largely cancel, and higher terms are still needed to reach 1.505.

Each octahedral site has four neighbours at $d=0.165$ nm, in opposite pairs. The mean displacement of a hop is then zero whatever the previous hop was, so successive hops are uncorrelated. The mean square displacement is $4kd^2t$, and setting it equal to $6Dt$ gives $D=4d^2k/6$.

At 400 K Vineyard's rate is $k_V=9.27\times10^{12}\,e^{-1100/34.469}=0.128$ s$^{-1}$ per saddle, and $D=2.33\times10^{-17}$ cm$^2$/s. The quantum factor raises this to $2.49\times10^{-17}$ cm$^2$/s. The diffusion length $\sqrt{2Dt}$ along one direction in one hour grows from 4.1 to 4.2 nm, comparable with a liner a few nanometres thick. At 600 K it grows from 835 to 848 nm. At these temperatures the harmonic quantum correction hardly changes the diffusion length.

## Where the formula fails, in numbers

**Tunnelling.** At a depth $D_E=\Delta V-E$ below a parabolic top, the imaginary momentum has magnitude $\sqrt{2D_E-\omega_b^2s^2}$. Its integral between the turning points $s=\pm\sqrt{2D_E}/\omega_b$ is half the area of an ellipse with semi-axes $\sqrt{2D_E}$ and $\sqrt{2D_E}/\omega_b$, which is $\pi D_E/\omega_b$. The wave amplitude decays as the exponential of minus this action over $\hbar$. The probability is its square, $e^{-2\pi D_E/\hbar\omega_b}$. This estimate holds only for depths large against $\hbar\omega_b/2\pi$; the exact result for a parabolic top is $1/(1+e^{2\pi D_E/\hbar\omega_b})$, which equals one half at the top itself.

The Boltzmann factor grows with depth as $e^{\beta D_E}$. Well below the top, their product decreases with depth only if $\beta<2\pi/\hbar\omega_b$, that is, above

$$T_c=\frac{\hbar\omega_b}{2\pi k_B}.$$

For a cosine barrier of height 1.1 eV and width $d$, the curvature at the top gives $\omega_b=(2\pi/d)\sqrt{\Delta V/2m}$, or $\hbar\omega_b=45.65$ meV, and $T_c=84$ K. Solving the wave equation for this barrier and averaging the transmission thermally multiplies the rate by 1.08 at 400 K and by 1.80 at 150 K. In this example the tunnelling factor is larger than $Q$ at every temperature in the table: clearly so at 150 K, where $Q=1.50$, and only slightly from 300 K upwards. With these inputs, keeping $Q$ while dropping tunnelling would miss more than half of the quantum enhancement. The ordering rests on the assumed barrier shape. For a parabolic top the tunnelling factor begins as $1+(\beta\hbar\omega_b)^2/24$, so at high temperature it exceeds $Q$ only when $(\hbar\omega_b)^2>2000$ meV$^2$, that is $\hbar\omega_b>44.7$ meV. For $\hbar\omega_b=40$ meV it would be 1.058 at 400 K, below $Q$. What carries over is that the two factors are of similar size. If the two factors are taken as independent, their product at 400 K is $1.0695\times1.0781=1.15$.

**Anharmonicity.** The bottom of the same cosine has the same frequency, close to the 45 meV assumed for the in-plane modes. At 400 K its classical partition function exceeds the harmonic one by 0.8 %, which lowers the rate by about that much for this one mode. Its quantum factor is 1.072 instead of 1.075.

**Moving metal atoms.** Suppose that 18 neighbouring lattice modes of 15 meV are each 5 % stiffer when the oxygen is at the saddle. The classical prefactor is then multiplied by $1.05^{-18}=0.416$, while $Q$ changes only by a factor 0.986 at 400 K. The prefactor depends on frequency ratios however soft the modes are; $Q$ depends on squared quanta, which are small here.

**The barrier.** Lowering $\Delta V$ by 0.05 eV, with all else fixed, raises the rate at 400 K by $e^{50/34.469}=4.3$. This outweighs every correction above.

Set beside real tantalum, the assumed barrier is close to the rough measured activation energy for oxygen diffusion in the bulk body-centred cubic metal, about 1.1 eV. This is a choice of input, not a prediction: with the metal atoms frozen where they sit around the well, the oxygen would meet a higher barrier, or find no second well at all, because they could not relax as it moves. The model's diffusion prefactor is $\tfrac46d^2\nu_V=1.7\times10^{-3}$ cm$^2$/s, below the rough measured size of several $10^{-3}$ to $10^{-2}$ cm$^2$/s. The frozen lattice is one candidate for the gap, since the estimate above shows that modest shifts of host modes change the prefactor by a factor of two or more; the sign and size of the real shifts were not computed. Deposited liners can also have another crystal phase, and they have grain boundaries. Both break the assumption of a single kind of hop in a perfect crystal. Their effect is not sized here, but a path whose barrier is lower by only 0.05 eV would already be faster by the factor 4.3 at 400 K and equal prefactor.

The remaining digits are in the numerical output below.

## Computed results

```
2D test: flux/Vineyard-1 at kT=0.02, 0.01 of barrier: -0.00508, -0.00252
2D test: rate from spectrum, sinh formula (reduced): 0.856418, 0.856418
2D test: quantum factor Q = 1.5534
barrier = 1.10 eV, lattice constant = 0.33 nm, hop = 0.165 nm
well modes = [80. 45. 45.] meV; saddle modes = [65. 65.] meV
Vineyard prefactor = 9.271 THz
sum of squares, well minus saddle = 2000 meV^2
sum of fourth powers, well minus saddle = 1.3460e+07 meV^4
zero-point shift of barrier = -20.0 meV
T=150 K: kBT=12.926 meV, Q=1.5046, 1+leading term=1.4988
   E_a=1090.76 meV, tunnelling factor=1.7975
T=300 K: kBT=25.852 meV, Q=1.1231, 1+leading term=1.1247
   E_a=1094.36 meV, tunnelling factor=1.1441
T=400 K: kBT=34.469 meV, Q=1.0695, 1+leading term=1.0701
   E_a=1095.55 meV, tunnelling factor=1.0781
T=600 K: kBT=51.704 meV, Q=1.0310, 1+leading term=1.0312
   E_a=1096.90 meV, tunnelling factor=1.0340
T=900 K: kBT=77.556 meV, Q=1.0138, 1+leading term=1.0139
   E_a=1097.89 meV, tunnelling factor=1.0151
T=400 K: k Vineyard=1.2816e-01 1/s, k quantum=1.3707e-01 1/s
   D Vineyard=2.326e-17, D quantum=2.488e-17 cm2/s
   length sqrt(2Dt) in 1 h: Vineyard=4.092, quantum=4.232 nm
T=600 K: k Vineyard=5.3401e+03 1/s, k quantum=5.5058e+03 1/s
   D Vineyard=9.692e-13, D quantum=9.993e-13 cm2/s
   length sqrt(2Dt) in 1 h: Vineyard=835.371, quantum=848.230 nm
Q at 300 K with two saddle modes of 90 meV = 0.7361
400 K, Vineyard prefactor with zero-point-shifted barrier, over Vineyard = 1.786
cosine-path mode = 45.65 meV, tunnelling crossover = 84.3 K
tunnelling slope times hbar*omega_b/(2 pi) = 1.0139
400 K, cosine well: classical Z over harmonic = 1.0081
400 K, cosine well: quantum factor = 1.0721, harmonic = 1.0747
400 K, 18 host modes of 15 meV stiffer by 5 %: prefactor x 0.416, Q x 0.9856
400 K, barrier lower by 0.05 eV: rate x 4.27
```
